# Problem: functional-driven and density-driven error, with stretched H₂⁺

**Setting.** The nuclei are fixed, and so are the number of electrons and their spin. Write $k=e^2/4\pi\varepsilon_0$, $a_0=\hbar^2/mk$ and $E_h=k/a_0=\hbar^2/ma_0^2=4.359745$ aJ, with $a_0=52.9177$ pm. The exact energy functional is

$$E[\rho]=F[\rho]+\int v\rho\,d^3r+V_{nn},$$

where $v$ is the electron–nucleus potential energy, $V_{nn}$ the nuclear repulsion, and $F[\rho]$ the lowest kinetic plus electron–electron energy of any state with density $\rho$. Its minimiser is the exact density $n$. The exact exchange–correlation energy is defined by $F=T_s+U+E_{xc}$, where $T_s[\rho]$ is the lowest kinetic energy of non-interacting electrons with density $\rho$ and

$$U[\rho]=\frac{k}{2}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

An approximate functional $\tilde E$ is obtained by putting $\tilde E_{xc}$ in place of $E_{xc}$. A calculation minimises $\tilde E$ over a set $\mathcal D$ of trial densities and returns $\tilde n$. Its error is $\Delta E=\tilde E[\tilde n]-E[n]$, and $W[\rho]=\tilde E_{xc}[\rho]-E_{xc}[\rho]$.

## (a) The split

*Write $\Delta E$ as a part $\Delta E_F$ that would remain if the exact density were supplied, plus a part $\Delta E_D$ caused by the change of density. Simplify $\Delta E_F$.*

**Solution.** Add and subtract $\tilde E[n]$, the approximate functional on the exact density:

$$\Delta E=\underbrace{\tilde E[n]-E[n]}_{\Delta E_F}+\underbrace{\tilde E[\tilde n]-\tilde E[n]}_{\Delta E_D}.$$

$\Delta E_F$ compares two functionals on one density, and $\Delta E_D$ compares two densities in one functional. On any single density $\rho$ the terms $T_s$, $U$, $\int v\rho$ and $V_{nn}$ are common to $\tilde E$ and $E$ and cancel, so

$$\tilde E[\rho]-E[\rho]=W[\rho],\qquad \Delta E_F=W[n].$$

Nothing restricts the sign of $W[n]$.

## (b) Sign of the density-driven part

*Find the sign of $\Delta E_D$ and state what the proof needs. Then bound $\Delta E$ from both sides by values of $W$.*

**Solution.** Assume (i) that $\tilde n$ is a global minimiser of $\tilde E$ over $\mathcal D$, and (ii) that $n\in\mathcal D$. By (i), $\tilde E[\tilde n]\le\tilde E[\rho]$ for every $\rho\in\mathcal D$. By (ii), $\rho=n$ is allowed. Hence

$$\Delta E_D=\tilde E[\tilde n]-\tilde E[n]\le 0,$$

with equality only if $n$ also minimises $\tilde E$. No property of $\tilde E_{xc}$ was used. The argument holds unchanged when $\mathcal D$ is limited by a finite basis or a symmetry, provided the reference density lies in it. It concerns one total energy of one system. It also needs more than self-consistency: the Kohn–Sham equations state that $\tilde E$ is stationary, which is weaker than (i). Part (h) takes up both restrictions.

The upper bound follows at once: $\Delta E=W[n]+\Delta E_D\le W[n]$. For the lower bound, add and subtract $E[\tilde n]$ instead:

$$\Delta E=\big(\tilde E[\tilde n]-E[\tilde n]\big)+\big(E[\tilde n]-E[n]\big)=W[\tilde n]+\big(E[\tilde n]-E[n]\big).$$

The last bracket is non-negative because $n$ minimises $E$. Therefore

$$W[\tilde n]\le\Delta E\le W[n].$$

Subtracting $\Delta E_F=W[n]$ from the previous equation gives a form with a direct meaning:

$$\Delta E_D=\big(E[\tilde n]-E[n]\big)+\big(W[\tilde n]-W[n]\big).$$

The density leaves $n$, at a cost in true energy, because the error $W$ falls by more than that cost.

## (c) Order in the density error

*Take a density built from one real normalised orbital. How does $\Delta E_D$ depend on the distance between the orbital $\tilde\phi$ of $\tilde n$ and the orbital $\phi$ of $n$?*

**Solution.** Define $\theta_0$ by $\cos\theta_0=\langle\tilde\phi|\phi\rangle$, with the overall sign chosen so that the overlap is positive, and let $\chi=(\phi-\cos\theta_0\,\tilde\phi)/\sin\theta_0$. Then $\langle\tilde\phi|\chi\rangle=(\cos\theta_0-\cos\theta_0)/\sin\theta_0=0$ and $\langle\chi|\chi\rangle=(1-2\cos^2\theta_0+\cos^2\theta_0)/\sin^2\theta_0=1$. The orbital

$$\phi_\theta=\cos\theta\,\tilde\phi+\sin\theta\,\chi$$

is normalised for every $\theta$, equals $\tilde\phi$ at $\theta=0$ and equals $\phi$ at $\theta_0$. Let $\tilde E(\theta)$ be the energy along this path, assumed three times differentiable. If the orbitals of $\mathcal D$ form a linear space, the path stays in $\mathcal D$ on both sides of $\theta=0$, which is then an interior minimum: $\tilde E'(0)=0$ and $\tilde E''(0)\ge0$. Taylor's theorem gives

$$\Delta E_D=\tilde E(0)-\tilde E(\theta_0)=-\tfrac12\tilde E''(0)\,\theta_0^2+O(\theta_0^3).$$

The density changes at first order in $\theta$, but $\Delta E_D$ begins at second order. A large $|\Delta E_D|$ therefore needs a large $\theta_0$ or a large curvature.

## (d) One electron

*Find $T_s$, $F$ and $E_{xc}$ for one electron, and give $\Delta E_F$ for a semilocal functional and for a global hybrid with exact-exchange fraction $a$.*

**Solution.** Any orbital with density $\rho$ is $\phi=\sqrt\rho\,e^{i\alpha}$ with $\alpha$ real. Its gradient is $e^{i\alpha}(\nabla\sqrt\rho+i\sqrt\rho\,\nabla\alpha)$. The two terms are real and imaginary, so their squares add, and $\nabla\sqrt\rho=\nabla\rho/2\sqrt\rho$:

$$T[\phi]=\frac{\hbar^2}{2m}\int|\nabla\phi|^2d^3r=\underbrace{\frac{\hbar^2}{8m}\int\frac{|\nabla\rho|^2}{\rho}d^3r}_{T_W[\rho]}+\frac{\hbar^2}{2m}\int\rho|\nabla\alpha|^2d^3r.$$

The phase term is non-negative and vanishes for constant $\alpha$, so the minimum at fixed $\rho$ is the von Weizsäcker energy: $T_s=T_W$. The phase term can be large. For $(g+iu)/\sqrt2$, with $g$ and $u$ the lowest even and odd orbitals of H₂⁺ at 106 pm in the basis of part (g), $T=3.060$ aJ, of which $T_W$ is 2.417 aJ and the phase term 0.644 aJ.

One electron has no electron–electron energy, so $F$ is the same minimum: $F=T_W=T_s$. The definition $F=T_s+U+E_{xc}$ then forces

$$E_{xc}[\rho]=-U[\rho].$$

The electron has one spin, so approximate functionals are evaluated with $\rho_\uparrow=\rho$, $\rho_\downarrow=0$. For a semilocal functional, whose energy density depends only on $\rho$ and $\nabla\rho$ at the same point, $W=U+\tilde E_{xc}$. A hybrid contains the fraction $a$ of Fock exchange, which for one orbital is

$$-\frac k2\iint\frac{|\phi^*(\mathbf r)\phi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'=-U[\rho],$$

because $|\phi^*(\mathbf r)\phi(\mathbf r')|^2=\rho(\mathbf r)\rho(\mathbf r')$. With $\tilde E^{sl}_{xc}$ the semilocal remainder, $\tilde E_{xc}=-aU+\tilde E_{xc}^{sl}$ and

$$\Delta E_F=W[n]=(1-a)\,U[n]+\tilde E^{sl}_{xc}[n].$$

This is the self-interaction error on the exact density. For a real orbital $E[\rho]=\langle\phi|\hat h|\phi\rangle+V_{nn}$ with $\hat h=-\hbar^2\nabla^2/2m+v$, so $n$ comes from the lowest eigenvector of $\hat h$. At $a=1$ with no correlation $W\equiv0$: Hartree–Fock is exact here and both parts vanish.

## (e) The stretched ion

*For H₂⁺ with bond length $R\gg a_0$, find the exact density and the large-$R$ form of $\Delta E_F$.*

**Solution.** By (d), replacing an orbital by its modulus cannot raise the energy, so a ground state can be taken non-negative. A non-negative solution of the Schrödinger equation that is not identically zero vanishes nowhere (the strong maximum principle), and two positive functions cannot be orthogonal, so the ground state is unique at every finite $R$. Inversion maps it to another positive ground state, which must be itself: it is the even orbital $\sigma_g$.

At large $R$ the two lowest states are spanned by the 1s orbitals $\phi_A,\phi_B$, and evenness selects $(\phi_A+\phi_B)/\sqrt{2+2S}$, with $S$ their overlap. Both $S$ and the product $\phi_A\phi_B$ fall exponentially with $R$, so

$$n\to\tfrac12n_A+\tfrac12n_B,\qquad n_H(r)=\frac{e^{-2r/a_0}}{\pi a_0^3},$$

where $n_A$ and $n_B$ are $n_H$ centred on either proton. $U$ is quadratic in the density. Each half contributes $(\tfrac12)^2U_H$ with $U_H=U[n_H]$. The cross term occurs twice, which cancels the factor $\tfrac12$ in $U$, and two separated spherical clouds interact as point charges:

$$U[n]\to 2\cdot\tfrac14U_H+\tfrac12\cdot\tfrac12\,\frac kR=\frac{U_H}{2}+\frac{k}{4R}.$$

For $U_H$, count each pair of shells once, with $r'<r$. A shell at $r$ feels the enclosed charge as if it sat at the centre. With $x=r/a_0$ the enclosed fraction is $\int_0^x4y^2e^{-2y}dy=1-e^{-2x}(1+2x+2x^2)$, as differentiation of the right side confirms. Using $\int_0^\infty x^je^{-bx}dx=j!/b^{j+1}$,

$$\frac{U_H}{E_h}=\int_0^\infty 4x e^{-2x}\big[1-e^{-2x}(1+2x+2x^2)\big]dx=1-4\Big(\frac1{16}+\frac{4}{64}+\frac{12}{256}\Big)=1-\frac{11}{16}=\frac5{16}.$$

A semilocal energy is an integral of a local quantity, so it adds over separated clouds. Thus

$$\Delta E_F\to(1-a)\Big(\frac{5}{32}E_h+\frac{k}{4R}\Big)+2\tilde E^{sl}_{xc}[n_H/2].$$

Besides the overlap terms, this neglects polarisation. The far proton's field, of order $R^{-2}$, induces a dipolar density change of that order. Within one atom the change has no first-order effect on $W$, because $\delta W/\delta\rho$ is spherical there and a dipolar function integrates to zero against it, so the effect is of order $R^{-4}$. The induced dipole meets the field of the other cloud at order $R^{-2}\cdot R^{-2}$. The correction is $O(R^{-4})$.

The term $k/4R$ is spurious. In the exact energy each half-electron is attracted to the far proton by $-k/2R$, the two attractions cancel $V_{nn}=k/R$, and no $1/R$ term survives. The exact $E_{xc}=-U$ removes the repulsion between the two half-clouds, which a semilocal functional cannot do, being additive. As long as the approximate functional keeps the electron split evenly, the fragments then repel like two charges $+e/2$, weakened by $1-a$ in a hybrid. This is not guaranteed for every $a$: for $a$ close to 1 with semilocal correlation kept, a density on one proton can have the lower $\tilde E$, and the term is then absent from $\tilde E[\tilde n]$.

## (f) A closed form and a bound

*Take Slater exchange alone, $\tilde E_x[\rho]=-\tfrac34(6/\pi)^{1/3}k\int\rho^{4/3}d^3r$, the local exchange of a fully polarised uniform gas. Evaluate the limit of (e), and bound $\Delta E_D$ as $R\to\infty$ by rescaling both 1s orbitals.*

**Solution.** The integral is

$$\int n_H^{4/3}d^3r=\frac{4\pi}{\pi^{4/3}a_0}\int_0^\infty x^2e^{-8x/3}dx=\frac{4}{\pi^{1/3}a_0}\cdot\frac{2\cdot27}{512}=\frac{27}{64\,\pi^{1/3}a_0},$$

so $\tilde E_x[n_H]=-\tfrac{81}{256}(6/\pi^2)^{1/3}E_h=-1.16858$ aJ. Halving the density multiplies the integral by $2^{-4/3}$, so $2\tilde E_x[n_H/2]=2^{-1/3}\tilde E_x[n_H]=-0.92750$ aJ. With $U_H=1.36242$ aJ,

$$\Delta E_F\to wE_h+\frac{k}{4R},\qquad wE_h=0.68121-0.92750=-0.24629\ \text{aJ},\quad w=-0.05649.$$

The sign comes from the exponents. On splitting the electron, $U$ (degree 2) keeps the fraction $1/2$ of its atomic value, while local exchange (degree $4/3$) keeps $2^{-1/3}\approx0.79$. In the atom $U_H$ outweighs $|\tilde E_x|$; in the split ion the order is reversed.

Now replace each 1s orbital by $\zeta^{3/2}\phi(\zeta r)$, so that $\rho_\zeta=\zeta^3\rho(\zeta r)$. For $\phi\propto e^{-r/a_0}$, $|\nabla\phi|^2=\phi^2/a_0^2$ gives $T=\hbar^2/2ma_0^2=E_h/2$, and $\langle k/r\rangle=E_h\int4xe^{-2x}dx=E_h$. The substitution $\mathbf r\to\mathbf r/\zeta$ multiplies $T$ by $\zeta^2$ (two gradients), and $\langle k/r\rangle$ and the on-site $U$ by $\zeta$ (one inverse length). It multiplies $\int\rho^{4/3}$ by $\zeta^4\zeta^{-3}=\zeta$. The point-charge terms do not change: the far attractions cancel $V_{nn}$ and $k/4R$ remains. So

$$\tilde E(\zeta)=E_h\big(\tfrac12\zeta^2-\zeta+w\zeta\big)+\frac{k}{4R}.$$

Setting $d\tilde E/d\zeta=0$ gives $\zeta^*=1-w$, where the bracket equals $-\tfrac12(1-w)^2$. The exact density is the member $\zeta=1$, with bracket $-\tfrac12+w$. The global minimum lies at or below $\tilde E(\zeta^*)$, so

$$\Delta E_D\le E_h\big[-\tfrac12(1-w)^2+\tfrac12-w\big]=-\tfrac12w^2E_h=-0.00696\ \text{aJ}.$$

Since $w<0$, the scaled orbital contracts, $\zeta^*=1.056$. Within this family the two terms of the last formula in (b) are $\tfrac12(\zeta^*-1)^2E_h=+\tfrac12w^2E_h$ for the true energy and $w(\zeta^*-1)E_h=-w^2E_h$ for $W$: the gain is twice the cost.

The bound says that $|\Delta E_D|$ is at least $w^2E_h/2$. It does not cap it. The full minimisation of part (g), done with Slater exchange at 1000 pm, gives $\Delta E_D=-0.00719$ aJ, larger in magnitude than the bound by 3% of the bound, so in that basis scaling accounts for nearly all the relaxation. It gives $\Delta E_F=-0.18838$ aJ, against $-0.24629+0.05768=-0.18861$ aJ from the formula with $k/4R=0.05768$ aJ. The functional-driven part is first order in the small number $w$ and the scaling relaxation second order.

## (g) Numbers for real functionals

*Evaluate both parts for H₂⁺ with the local spin-density functional SVWN5, with PBE and with PBE0 ($a=1/4$), in detail for PBE at 500 pm.*

**Solution.** *Method.* The basis is aug-cc-pVTZ. The reference $n$ is the lowest $\sigma_g$ eigenvector of $\hat h$ in this basis, and $\mathcal D$ consists of the real $\sigma_g$ orbitals of the basis, so (ii) holds. $T$, $V_{ne}=\int v\rho$ and $U$ come from analytic integrals, and $\tilde E^{sl}_{xc}$ from atom-centred quadrature (50 radial, up to 194 angular points). $\tilde n$ comes from quasi-Newton minimisation over the orbital coefficients, started at $n$. All errors below are relative to the in-basis reference. That reference lies above a variational Laguerre–Legendre expansion in prolate spheroidal coordinates by 0.0015 aJ at 106 and 250 pm and by 0.0008 aJ at 500 and 1000 pm (at 500 pm, $-2.18279$ against $-2.18361$ aJ). Five decimals are kept only so that the differences can be followed, and sums may be off by one in the last place.

*PBE at 500 pm*, $V_{nn}=0.46142$ aJ, all entries in aJ:

| | on $n$ | on $\tilde n$ |
|---|---|---|
| $T$ | 2.15567 | 2.61622 |
| $V_{ne}$ | −4.79987 | −5.23832 |
| $E=T+V_{ne}+V_{nn}$ | −2.18279 | −2.16069 |
| $U$ | 0.79340 | 0.86287 |
| $\tilde E_{xc}$ | −1.11698 | −1.23091 |
| $W=U+\tilde E_{xc}$ | −0.32357 | −0.36804 |
| $\tilde E=E+W$ | −2.50636 | −2.52873 |

$$\Delta E_F=-2.50636+2.18279=-0.32357\ \text{aJ}\quad(-194.9\ \text{kJ/mol}),$$
$$\Delta E_D=-2.52873+2.50636=-0.02237\ \text{aJ}\quad(-13.5\ \text{kJ/mol}),$$
$$\Delta E=-2.52873+2.18279=-0.34594\ \text{aJ}\quad(-208.3\ \text{kJ/mol}).$$

The density-driven part is 6.5% of the total error. The bounds of (b) read $-0.368\le-0.346\le-0.324$ aJ. The true energy rises by $-2.16069+2.18279=0.02210$ aJ while $W$ changes by $-0.36804+0.32357=-0.04447$ aJ, a ratio of 2.0 as in the scaling model, and the sum is $-0.02237$ aJ. The kinetic energy grows by the factor $2.616/2.156=1.21$, which under pure scaling would mean $\zeta=1.10$, and $|V_{ne}|$ and $U$ grow too, as for a contraction. The angle between the orbitals is $\theta_0=0.08733$ rad, and a central difference with step $0.1\,\theta_0$ gives $\tilde E''(0)=5.8886$ aJ/rad². Then (c) predicts $-\tfrac12(5.8886)(0.08733)^2=-0.02245$ aJ, which differs from $\Delta E_D$ by 0.4% of it.

*All cases*, in aJ:

| System | Functional | $\Delta E$ | $\Delta E_F$ | $\Delta E_D$ |
|---|---|---|---|---|
| 106 pm | SVWN5 | 0.0817 | 0.0845 | −0.0027 |
| | PBE | −0.0291 | −0.0242 | −0.0050 |
| | PBE0 | −0.0285 | −0.0260 | −0.0025 |
| 250 pm | SVWN5 | −0.0842 | −0.0723 | −0.0119 |
| | PBE | −0.1936 | −0.1679 | −0.0257 |
| | PBE0 | −0.1449 | −0.1309 | −0.0140 |
| 500 pm | SVWN5 | −0.2253 | −0.2146 | −0.0107 |
| | PBE | −0.3459 | −0.3236 | −0.0224 |
| | PBE0 | −0.2595 | −0.2468 | −0.0127 |
| 1000 pm | SVWN5 | −0.2851 | −0.2753 | −0.0098 |
| | PBE | −0.4059 | −0.3848 | −0.0212 |
| | PBE0 | −0.3047 | −0.2928 | −0.0120 |
| H atom | SVWN5 | 0.0929 | 0.0972 | −0.0043 |
| | PBE | 0.0001 | 0.0024 | −0.0024 |
| | PBE0 | −0.0058 | −0.0047 | −0.0011 |

$\Delta E_D$ is negative in every row, while $\Delta E_F$ takes both signs. At 500 and 1000 pm $\Delta E_D$ is 3% to 7% of $\Delta E$, so for these three functionals and the symmetric reference the error is functional-driven: supplying the exact density would remove little of it. The PBE atom shows the limit of such ratios. Its total error is near zero because two parts of 0.0024 aJ cancel.

For the limit of (e), radial Gauss–Legendre quadrature on $n_H/2$ gives $2\tilde E^{sl}_{xc}[n_H/2]=-1.01448$, $-1.12400$ and $-0.84716$ aJ for SVWN5, PBE and PBE0. At 1000 pm, $U_H/2+k/4R=0.68121+0.05768=0.73889$ aJ, so the formula gives $0.73889-1.01448=-0.2756$, $0.73889-1.12400=-0.3851$ and $0.75(0.73889)-0.84716=-0.2930$ aJ. These lie 0.0002 to 0.0003 aJ below the table entries. The neglected polarisation term is $E_h(a_0/R)^4=3\times10^{-5}$ aJ times a coefficient not derived here, and the in-basis $U[n]=0.73846$ aJ is itself 0.0004 aJ short of 0.73889 aJ. Polarisation and the basis description of the density can both contribute to the residue, and these numbers do not separate them. Between 500 and 1000 pm the PBE $\Delta E_F$ falls by 0.0612 aJ, of which the change in $k/4R$, $0.11535-0.05768=0.0577$ aJ, is 94%.

## (h) Where the result fails or becomes ambiguous

*Examine (1) a self-consistent solution that is not the global minimum, (2) the energy $D=E(\mathrm H)-E(\mathrm H_2^+,R)$ needed to separate the ion into an atom and a proton, and (3) the choice of reference as $R\to\infty$.*

**Solution.** (1) Minimise $\tilde E$ over odd orbitals and call the result $\phi_u$. Its density is even, so its Kohn–Sham Hamiltonian $\hat h_{KS}$ commutes with inversion and $\hat h_{KS}\phi_u$ is odd. The first-order energy change along an orthogonal real direction $\chi$ is $2\langle\chi|\hat h_{KS}|\phi_u\rangle$. It vanishes for even $\chi$ by parity and for odd $\chi$ by the minimisation, and likewise for other angular symmetries, so $\phi_u$ is an eigenfunction of its own $\hat h_{KS}$, a self-consistent solution. It is not the lowest eigenfunction: for a local Kohn–Sham potential the argument of (e) makes the lowest one nodeless, and $\phi_u$ has a nodal plane. A scheme that always occupies the lowest orbital would not select it. The even orbital of $n$ is outside the set searched, so (ii) fails for that set, and (i) fails for the full set. With PBE at 250 pm, $\tilde E[\phi_u]-\tilde E[n]=+0.151$ aJ, a positive "density-driven error".

At 500 pm $\phi_u$ lies only 0.00212 aJ above $\tilde E[\tilde n]$. Minimisation over all real orbitals of the basis, with no symmetry imposed, returned to $\tilde E[\tilde n]$ from a nearly localised start, but from two random starts it stopped at the energy of $\phi_u$. This point can therefore trap a descent over real orbitals. Used in place of $\tilde n$ it gives $-0.02237+0.00212=-0.02025$ aJ, of the right sign and wrong by 9% of $\Delta E_D$. A negative value is thus no evidence that the minimum was found. The three searches found nothing below $\tilde E[\tilde n]$, which supports (i) without proving it.

(2) Both parts are linear in the energies, so for a difference $A-B$ the density-driven part is $\Delta E_D(A)-\Delta E_D(B)$. This is a difference of two non-positive numbers, and it is positive when $B$ relaxes more than $A$. A bare proton has no electronic energy, so with PBE at 500 pm the parts of the error in $D$ are $0.00243+0.32357=0.32600$ aJ (functional) and $-0.00236+0.02237=+0.02001$ aJ (density). At 106 pm they are $+0.0266$ and $+0.0026$ aJ.

(3) Let $g$ and $u$ be the exact even and odd states, and $\phi_L=(g+u)/\sqrt2\to\phi_A$. Since $\langle g|\hat h|u\rangle=0$, its exact energy is $(E_g+E_u)/2$, half the gap above the ground state. The spheroidal gap is 1.89, 0.254, $4.8\times10^{-3}$ and $7.7\times10^{-7}$ aJ at the four distances. At infinite $R$ the density $n_L=\phi_L^2$ is an exact ground-state density, as valid as $n$. Then $\Delta E$ is the same for both references, because $\tilde E[\tilde n]$ does not refer to them and $E[n_L]=E[n]$. The proof in (b) holds for both if $\mathcal D$ contains both. But $W$ differs between them: $W[n_L]\to W[n_H]$, the atomic value, so

$$\Delta E_F^{L}\to W[n_H],\qquad \Delta E_D^{L}\to\Delta E-W[n_H].$$

With PBE at 1000 pm, where the in-basis energies of the two references differ by less than $10^{-6}$ aJ, $\Delta E_F^L=+0.00243$ aJ and $\Delta E_D^L=-0.40593-0.00243=-0.40836$ aJ, that is $+1.5$ and $-245.9$ kJ/mol, against $-231.7$ and $-12.7$ kJ/mol for the symmetric reference, with $\Delta E=-244.5$ kJ/mol in both. The localised reference is an angle of about $\pi/4$ from the delocalised $\tilde\phi$. This is the large-$\theta_0$ case noted in (c): nothing keeps $\Delta E_D$ small, and the quadratic term of (c) alone is not an estimate of it at such an angle. At any finite $R$ the definition selects the symmetric density, and at 500 and 1000 pm the error is then functional-driven for the three functionals of (g). This does not hold at every $R$: the SVWN5 $\Delta E_F$ changes sign between 106 and 250 pm, and where it vanishes any error that remains is density-driven. Where the gap is far below the energies being analysed, the label describes the chosen reference density as much as the functional, and the reference has to be stated with the numbers.
